**Coverage sensitivity from the covariance with event count and available sites**

For a lattice Markov chain with adsorption rate constant k at each available site, the program tests d⟨θ⟩/dk = Cov(θ, N/k − A). Here θ is the coverage at a fixed time, N the number of adsorption events and A the time integral of the number of available sites. It asserts that the covariance from the master equation agrees with finite differences for a square water pulse and for a ramped pulse followed by a purge. It also asserts that an initial state depending on k requires an additional term. Kinetic Monte Carlo is compared with the master equation for the coverage, the sensitivity and the variance of N − kA, within 4.5 standard errors. For the example, a water pulse at 0.1 Torr and 473 K with model barriers, the output gives a coverage of 0.495 and dθ/d ln P = 0.250 on 3×3 sites. The noise per trajectory of the centred estimator is nearly the same on 3×3 and 12×12 sites, while that of the uncentred one grows about fourfold. Of the neglected effects that are sized, a cooperative lowering of the reaction barrier changes the result most.

## Numerical verification

```python
"""
Result under test: for a lattice Markov chain in which adsorption has rate
constant k at each available site, the mean coverage theta at fixed time obeys
    d<theta>/dk = Cov(theta, N/k - A),
N = number of adsorption events, A = time integral of the available-site count.
Initial law, other rates and pulse length must not depend on k.
Model: H2O pulse on a periodic square lattice. Site states: 0 open,
1 holding a water molecule, 2 hydroxylated. Water enters an open site only if
no neighbour holds water; held water desorbs or reacts irreversibly.
theta = hydroxylated fraction. S = d<theta>/dlnP = k d<theta>/dk (k ~ pressure).
"""
import numpy as np
import scipy.sparse as sp
import sympy as sym
from scipy import constants as const
from scipy.linalg import expm

# ---------- inputs (rough process conditions, round model parameters) ----------
pressure_torr, temperature, pulse = 0.1, 473.0, 0.1
site_area_nm2, entry_probability, attempt = 0.2, 2e-4, 1e13
E_des, E_react, E_hop, E_weak, E_coop = 1.10, 1.05, 1.00, 0.60, 0.03
ramp_time, purge_time = 0.010, 0.3
water_mass = 18.015 * const.atomic_mass
kT_eV = const.k * temperature / const.e
flux = pressure_torr * const.torr / np.sqrt(
    2 * np.pi * water_mass * const.k * temperature)
hits = flux * site_area_nm2 * 1e-18
k_ads = entry_probability * hits


def arrhenius(barrier):
    return attempt * np.exp(-barrier / kT_eV)


k_des, k_react, k_hop = arrhenius(E_des), arrhenius(E_react), arrhenius(E_hop)
react_share = k_react / (k_react + k_des)


# ---------- master equation on a small lattice ----------
class Model:
    def __init__(self, rows, cols, hop_rate=0.0, coop=0.0):
        sites = rows * cols
        nb = np.array([[((r + 1) % rows) * cols + c, ((r - 1) % rows) * cols + c,
                        r * cols + (c + 1) % cols, r * cols + (c - 1) % cols]
                       for r in range(rows) for c in range(cols)])
        codes = np.arange(3**sites)
        occ = np.stack([((codes // 3**i) % 3).astype(np.int8)
                        for i in range(sites)], axis=1)
        held = occ == 1
        allowed = ~np.any(held & held[:, nb].any(axis=2), axis=1)
        index = np.full(3**sites, -1)
        codes, occ = codes[allowed], occ[allowed]
        size = len(codes)
        index[codes] = np.arange(size)
        held = occ == 1
        held_nb = held[:, nb].sum(axis=2)
        oh_nb = (occ == 2)[:, nb].sum(axis=2)
        free = (occ == 0) & (held_nb == 0)
        gain, other = [], []

        def add(store, mask, shift, rate):
            src = np.nonzero(mask)[0]
            store.append((index[codes[src] + shift], src,
                          np.broadcast_to(rate, mask.shape)[src]))

        for i in range(sites):
            add(gain, free[:, i], 3**i, 1.0)
            add(other, held[:, i], -3**i, k_des)
            add(other, held[:, i], 3**i,
                k_react * np.exp(coop * oh_nb[:, i] / kT_eV))
            if hop_rate > 0:
                for j in nb[i]:
                    can_hop = held[:, i] & (occ[:, j] == 0) & (held_nb[:, j] == 1)
                    add(other, can_hop, 3**int(j) - 3**i, hop_rate)

        def matrix(store):
            dst, src, val = (np.concatenate(x) for x in zip(*store))
            assert dst.min() >= 0
            return sp.csr_matrix((val, (dst, src)), shape=(size, size))

        self.sites, self.size = sites, size
        self.gain = matrix(gain)
        self.n_free = free.sum(axis=1).astype(float)
        rest = matrix(other)
        self.rest = rest - sp.diags(np.asarray(rest.sum(axis=0)).ravel())
        self.n_held = held.sum(axis=1)
        self.n_oh = (occ == 2).sum(axis=1)
        self.theta = self.n_oh / sites
        self.theta_held = self.n_held / sites

    def evolve(self, k, segments, start=None):
        """Columns: probability, <N 1_x>, <A 1_x>.
        segments = (pressure fraction, duration); positive shifted series."""
        y = np.zeros((self.size, 3))
        if start is None:
            y[0, 0] = 1.0
        else:
            y[:, 0] = start
        for frac, duration in segments:
            gen = (frac * k * (self.gain - sp.diags(self.n_free))
                   + self.rest).tocsr()
            shift = -gen.diagonal().min()
            assert shift * duration < 650      # keeps exp() inside double range
            shifted = (gen + shift * sp.identity(self.size)).tocsr()
            term, total, order = y.copy(), y.copy(), 0
            while True:
                order += 1
                new = shifted @ term
                new[:, 1] += frac * k * (self.gain @ term[:, 0])
                new[:, 2] += frac * self.n_free * term[:, 0]
                term = new * (duration / order)
                total += term
                if (order > shift * duration
                        and np.abs(term).max() < 1e-17 * np.abs(total).max()):
                    break
            y = total * np.exp(-shift * duration)
        return y


def mean_and_S(y, observable, k):
    """Mean of the observable and k * Cov(observable, N/k - A)."""
    mean = observable @ y[:, 0]
    score_mean = y[:, 1].sum() / k - y[:, 2].sum()
    cov = observable @ y[:, 1] / k - observable @ y[:, 2] - mean * score_mean
    return mean, k * cov


def slope(function, k, h=1e-3):
    """k d/dk by central difference; error of order h^2 / 6."""
    return (function(k * (1 + h)) - function(k * (1 - h))) / (2 * h)


square = [(1.0, pulse)]
small = Model(3, 3)
y = small.evolve(k_ads, square)
theta, S = mean_and_S(y, small.theta, k_ads)
held_fraction = small.theta_held @ y[:, 0]
mean_N, mean_A = y[:, 1].sum(), y[:, 2].sum()
S_fd = slope(lambda k: small.theta @ small.evolve(k, square)[:, 0], k_ads)
assert abs(y[:, 0].sum() - 1) < 1e-10
assert abs(mean_N - k_ads * mean_A) < 1e-9 * mean_N
assert abs(S - S_fd) < 1e-6

# one irreversible site, by symbolic integration over the adsorption time
kk, tau, T = sym.symbols("k tau T", positive=True)
one_site = sym.integrate((1 / kk - tau) * kk * sym.exp(-kk * tau), (tau, 0, T))
assert sym.simplify(one_site - sym.diff(1 - sym.exp(-kk * T), kk)) == 0

# pressure ramp followed by purge: rate constant k f(t)
steps = 10
ramp = [((i + 0.5) / steps, ramp_time / steps) for i in range(steps)]
ramp += [(1.0, pulse - ramp_time)]
theta_ramp, S_ramp = mean_and_S(small.evolve(k_ads, ramp), small.theta, k_ads)
full = ramp + [(0.0, purge_time)]
_, S_full = mean_and_S(small.evolve(k_ads, full), small.theta, k_ads)
S_full_fd = slope(lambda k: small.theta @ small.evolve(k, full)[:, 0], k_ads)
assert abs(S_full - S_full_fd) < 1e-6

# purge after the square pulse: each held molecule reacts with a fixed chance
theta_purge, S_purge = mean_and_S(
    small.evolve(k_ads, square + [(0.0, purge_time)]), small.theta, k_ads)
theta_p2, S_p2 = mean_and_S(
    y, small.theta + react_share * small.theta_held, k_ads)
assert abs(theta_purge - theta_p2) < 1e-8 and abs(S_purge - S_p2) < 1e-8

# initial hydroxylation that itself depends on k: q = k / (k + kappa)
kappa = 10 * k_ads


def initial_law(k):
    q = k / (k + kappa)
    weight = q**small.n_oh * (1 - q)**(small.sites - small.n_oh)
    return np.where(small.n_held == 0, weight, 0.0)


q0 = k_ads / (k_ads + kappa)
initial_score = (small.n_oh / q0 - (small.sites - small.n_oh) / (1 - q0)) \
    * kappa / (k_ads + kappa)**2
start = initial_law(k_ads)
_, S_bare = mean_and_S(small.evolve(k_ads, square, start), small.theta, k_ads)
S_extra = k_ads * (small.theta @ small.evolve(
    k_ads, square, start * initial_score)[:, 0])
S_init_fd = slope(lambda k: small.theta @ small.evolve(
    k, square, initial_law(k))[:, 0], k_ads)
assert abs(S_bare + S_extra - S_init_fd) < 1e-6
assert abs(S_bare - S_init_fd) > 0.01

# finite pressure change against the linear prediction
rise = small.theta @ small.evolve(1.1 * k_ads, square)[:, 0] - theta
rise_linear = S * np.log(1.1)


# independent sites (no blocking by neighbours)
def independent(k):
    gen = np.array([[-k, k_des, 0], [k, -k_des - k_react, 0], [0, k_react, 0]])
    return expm(gen * pulse)[2, 0]


theta_ind, S_ind = independent(k_ads), slope(independent, k_ads)
assert theta_ind > theta

# effects left out of the model
medium = Model(4, 3)
theta_43, S_43 = mean_and_S(medium.evolve(k_ads, square), medium.theta, k_ads)
hopping = Model(3, 3, hop_rate=k_hop)
theta_hop, S_hop = mean_and_S(
    hopping.evolve(k_ads, square), hopping.theta, k_ads)
cooperative = Model(3, 3, coop=E_coop)
theta_coop, S_coop = mean_and_S(
    cooperative.evolve(k_ads, square), cooperative.theta, k_ads)
weak_ratio = hits / arrhenius(E_weak)
weak_layer = weak_ratio / (1 + weak_ratio)


# ---------- kinetic Monte Carlo, many trajectories side by side ----------
def simulate(side, runs, rng):
    sites = side * side
    state = np.zeros((runs, sites), dtype=np.int8)
    clock, count, exposure = np.zeros(runs), np.zeros(runs), np.zeros(runs)
    rows = np.arange(runs)
    while True:
        held = state == 1
        g = held.reshape(runs, side, side)
        blocked = (np.roll(g, 1, 1) | np.roll(g, -1, 1)
                   | np.roll(g, 1, 2) | np.roll(g, -1, 2)).reshape(runs, sites)
        free = (state == 0) & ~blocked
        n_free = free.sum(axis=1)
        rate_ads = k_ads * n_free
        total = rate_ads + (k_des + k_react) * held.sum(axis=1)
        wait = rng.exponential(size=runs) / np.maximum(total, 1e-12)
        exposure += n_free * np.minimum(wait, pulse - clock)
        fire = clock + wait < pulse
        if not fire.any():
            break
        clock = np.where(fire, clock + wait, pulse)
        adsorb = rng.random(runs) * total < rate_ads
        options = np.where(adsorb[:, None], free, held)
        rank = (rng.random(runs) * options.sum(axis=1)).astype(np.int16)
        site = np.argmax(np.cumsum(options, axis=1, dtype=np.int16)
                         > rank[:, None], axis=1)
        react = rng.random(runs) < react_share
        change = np.where(adsorb | react, 1, -1).astype(np.int8)
        state[rows[fire], site[fire]] += change[fire]
        count += fire & adsorb
    return (state == 2).mean(axis=1), count, exposure


def analyse(side, runs, rng):
    cov_theta, count, exposure = simulate(side, runs, rng)
    score = count - k_ads * exposure              # k W, dimensionless
    d_theta, d_score = cov_theta - cov_theta.mean(), score - score.mean()
    product = d_theta * d_score
    return dict(theta=cov_theta.mean(), theta_se=cov_theta.std() / runs**0.5,
                S=product.sum() / (runs - 1), S_se=product.std() / runs**0.5,
                noise=product.std(), raw_noise=(cov_theta * score).std(),
                N=count.mean(), var=score.var(),
                var_se=(d_score**2).std() / runs**0.5,
                var_theta=cov_theta.var())


rng = np.random.default_rng(20240)
runs_small, runs_large = 100000, 4000
mc = analyse(3, runs_small, rng)
big = analyse(12, runs_large, rng)
# statistical tolerances: 4.5 standard errors
assert abs(mc["theta"] - theta) < 4.5 * mc["theta_se"]
assert abs(mc["S"] - S) < 4.5 * mc["S_se"]
assert abs(mc["var"] - mean_N) < 4.5 * mc["var_se"]
assert abs(big["var"] - big["N"]) < 4.5 * big["var_se"]
# centred noise does not grow with the lattice, uncentred noise does
assert 0.7 < big["noise"] / mc["noise"] < 1.4
assert big["raw_noise"] / mc["raw_noise"] > 2.5
gauss_noise = np.sqrt(big["var_theta"] * big["var"] + big["S"]**2)
assert abs(big["noise"] / gauss_noise - 1) < 0.10
need = (big["noise"] / (0.01 * big["S"]))**2
need_raw = (big["raw_noise"] / (0.01 * big["S"]))**2

# ---------- output ----------
print(f"pressure {pressure_torr} Torr, temperature {temperature} K, pulse {pulse} s")
print(f"site area {site_area_nm2} nm2, entry probability {entry_probability:.1e}")
print(f"attempt frequency {attempt:.1e} 1/s, kT {kT_eV:.5f} eV")
print(f"barriers: desorption {E_des:.2f} eV, reaction {E_react:.2f} eV")
print(f"impingement per site {hits:.4e} 1/s")
print(f"k (adsorption) {k_ads:.4f} 1/s")
print(f"desorption rate {k_des:.3f} 1/s, reaction rate {k_react:.3f} 1/s")
print(f"share of held water that reacts {react_share:.4f}")
print("-- master equation, 3x3 sites")
print(f"states {small.size}, mean coverage {theta:.6f}, held water {held_fraction:.6f}")
print(f"mean event count N {mean_N:.6f}, mean A {mean_A:.6f} site s")
print(f"k times mean A {k_ads * mean_A:.6f}")
print(f"S = dtheta/dlnP: covariance {S:.8f}, finite difference {S_fd:.8f}")
print(f"dtheta/dk {S / k_ads:.6f} s, dtheta/dP {S / pressure_torr:.4f} 1/Torr")
print(f"10% more pressure: coverage change {rise:.5f}, linear in lnP {rise_linear:.5f}")
print(f"independent sites: coverage {theta_ind:.5f}, S {S_ind:.5f}")
print("-- ramp and purge, rate k f(t)")
print(f"S covariance {S_full:.8f}, finite difference {S_full_fd:.8f}")
print(f"-- initial hydroxylation depending on k, initial coverage {q0:.5f}")
print(f"S bare covariance {S_bare:.6f}, initial-law term {S_extra:.6f}")
print(f"S sum {S_bare + S_extra:.6f}, finite difference {S_init_fd:.6f}")
print(f"-- Monte Carlo, 3x3 sites, {runs_small} trajectories")
print(f"coverage {mc['theta']:.5f} +- {mc['theta_se']:.5f}")
print(f"S {mc['S']:.5f} +- {mc['S_se']:.5f}")
print(f"variance of N - kA {mc['var']:.4f} +- {mc['var_se']:.4f}, mean N {mc['N']:.4f}")
print(f"noise per trajectory: centred {mc['noise']:.4f}, uncentred {mc['raw_noise']:.4f}")
print(f"-- Monte Carlo, 12x12 sites, {runs_large} trajectories")
print(f"coverage {big['theta']:.5f} +- {big['theta_se']:.5f}")
print(f"S {big['S']:.4f} +- {big['S_se']:.4f}")
print(f"variance of N - kA {big['var']:.2f} +- {big['var_se']:.2f}, mean N {big['N']:.2f}")
print(f"noise per trajectory: centred {big['noise']:.4f}, uncentred {big['raw_noise']:.4f}")
print(f"centred noise from Gaussian estimate {gauss_noise:.4f}")
print(f"trajectories for 1% error in S: centred {need:.3g}, uncentred {need_raw:.3g}")
print("-- effects left out (coverage, S); reference is 3x3 above")
print(f"4x3 sites: {theta_43:.5f}, {S_43:.5f}")
print(f"shift 3x3 to 4x3: {theta_43 - theta:+.5f}, {S_43 - S:+.5f}")
print(f"valve ramp of {1e3 * ramp_time:.0f} ms: {theta_ramp:.5f}, {S_ramp:.5f}")
print(f"after purge of {purge_time} s: {theta_purge:.5f}, {S_purge:.5f}")
print(f"hopping, barrier {E_hop:.2f} eV, {k_hop:.1f} 1/s: {theta_hop:.5f}, {S_hop:.5f}")
print(f"reaction barrier lower by {E_coop} eV per OH neighbour: "
      f"{theta_coop:.5f}, {S_coop:.5f}")
print(f"weakly bound layer ({E_weak:.2f} eV), site fraction {weak_layer:.4f}")
print("verified")
```

Output:

```
pressure 0.1 Torr, temperature 473.0 K, pulse 0.1 s
site area 0.2 nm2, entry probability 2.0e-04
attempt frequency 1.0e+13 1/s, kT 0.04076 eV
barriers: desorption 1.10 eV, reaction 1.05 eV
impingement per site 7.6108e+04 1/s
k (adsorption) 15.2216 1/s
desorption rate 19.036 1/s, reaction rate 64.913 1/s
share of held water that reacts 0.7732
-- master equation, 3x3 sites
states 5504, mean coverage 0.494804, held water 0.063575
mean event count N 6.331371, mean A 0.415948 site s
k times mean A 6.331371
S = dtheta/dlnP: covariance 0.24992648, finite difference 0.24992653
dtheta/dk 0.016419 s, dtheta/dP 2.4993 1/Torr
10% more pressure: coverage change 0.02389, linear in lnP 0.02382
independent sites: coverage 0.62730, S 0.34813
-- ramp and purge, rate k f(t)
S covariance 0.26127748, finite difference 0.26127754
-- initial hydroxylation depending on k, initial coverage 0.09091
S bare covariance 0.234033, initial-law term 0.049334
S sum 0.283367, finite difference 0.283367
-- Monte Carlo, 3x3 sites, 100000 trajectories
coverage 0.49495 +- 0.00048
S 0.24734 +- 0.00143
variance of N - kA 6.3396 +- 0.0285, mean N 6.3304
noise per trajectory: centred 0.4516, uncentred 1.2920
-- Monte Carlo, 12x12 sites, 4000 trajectories
coverage 0.50040 +- 0.00061
S 0.2486 +- 0.0072
variance of N - kA 99.38 +- 2.21, mean N 102.27
noise per trajectory: centred 0.4544, uncentred 5.0155
centred noise from Gaussian estimate 0.4579
trajectories for 1% error in S: centred 3.34e+04, uncentred 4.07e+06
-- effects left out (coverage, S); reference is 3x3 above
4x3 sites: 0.49716, 0.25321
shift 3x3 to 4x3: +0.00235, +0.00329
valve ramp of 10 ms: 0.47477, 0.24407
after purge of 0.3 s: 0.54396, 0.26574
hopping, barrier 1.00 eV, 221.3 1/s: 0.49717, 0.25218
reaction barrier lower by 0.03 eV per OH neighbour: 0.61934, 0.36212
weakly bound layer (0.60 eV), site fraction 0.0185
verified
```
